# Barrier Minimum and Exponential Threshold Roll-Off in Short-Channel Double-Gate Transistors: test program

```python
"""Threshold roll-off of a symmetric double-gate film, slice (quasi-2D) model.

Result under test, with h = L/(2*lam), a = V_bi - phi_th, b = a + V_DS:
    rolloff = (a + b + 2*sqrt(a*b)*cosh(h)) / (2*sinh(h)**2)
            -> 2*sqrt(a*b)*exp(-h)   for a long channel.
L: channel length; lam: natural length; V_bi: source contact potential;
phi_th: potential required at the channel minimum at threshold;
V_DS: drain bias; rolloff: long-channel minus actual threshold voltage.
The independent side solves the slice Poisson equation by finite differences
and searches for the gate voltage that puts the minimum at phi_th.
"""
import numpy as np
from scipy.constants import e as q, epsilon_0
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq

nm = 1e-9
eps_film_rel, eps_ins_rel = 12.0, 4.0
t_film, t_ins = 4.0 * nm, 1.5 * nm
doping = 1e24                       # m^-3
V_fb, V_bi, phi_th = 0.0, 1.0, 0.6  # V
V_ds_high, V_ds_low = 0.5, 0.05     # V

eps_film = eps_film_rel * epsilon_0
C_ins = eps_ins_rel * epsilon_0 / t_ins
lam = np.sqrt(eps_film * t_film / (2 * C_ins))
V_dop = q * doping * t_film / (2 * C_ins)
V_T_long = V_fb + phi_th + V_dop
a = V_bi - phi_th


def solve_profile(L, V_g, V_ds, n=4000):
    """Finite-difference potential from the slice charge balance."""
    dx = L / n
    coupling = 2 * C_ins / (eps_film * t_film)
    source = q * doping / eps_film - coupling * (V_g - V_fb)
    bands = np.ones((3, n - 1))
    bands[1] = -2 - coupling * dx**2
    rhs = np.full(n - 1, source * dx**2)
    rhs[0] -= V_bi
    rhs[-1] -= V_bi + V_ds
    inner = solve_banded((1, 1), bands, rhs)
    phi = np.concatenate(([V_bi], inner, [V_bi + V_ds]))
    return np.linspace(0, L, n + 1), phi


def find_minimum(L, V_g, V_ds):
    """Position and value of the lowest potential, parabola-refined."""
    x, phi = solve_profile(L, V_g, V_ds)
    i = int(np.argmin(phi))
    if i == 0 or i == len(x) - 1:
        return x[i], phi[i]
    left, mid, right = phi[i - 1:i + 2]
    curv = left - 2 * mid + right
    x_min = x[i] + 0.5 * (x[1] - x[0]) * (left - right) / curv
    return x_min, mid - (left - right)**2 / (8 * curv)


def numeric_threshold(L, V_ds):
    """Roll-off and minimum position from the gate-voltage search."""
    V_g = brentq(lambda v: find_minimum(L, v, V_ds)[1] - phi_th,
                 V_T_long - 10, V_T_long + 0.1, xtol=1e-13)
    return V_T_long - V_g, find_minimum(L, V_g, V_ds)[0]


def formula_threshold(L, V_ds):
    h, b = L / (2 * lam), a + V_ds
    r = np.sqrt(b / a)
    drop = (a + b + 2 * np.sqrt(a * b) * np.cosh(h)) / (2 * np.sinh(h)**2)
    x_m = lam * np.log((np.exp(h) + r) / (r + np.exp(-h)))
    return drop, x_m


print(f"relative permittivity film, insulator: {eps_film_rel:.0f}, {eps_ins_rel:.0f}")
print(f"film thickness: {t_film/nm:.1f} nm; insulator: {t_ins/nm:.1f} nm")
print(f"doping: {doping*1e-6:.1e} cm^-3; flat-band voltage: {V_fb:.1f} V")
print(f"V_bi: {V_bi:.2f} V; phi_th: {phi_th:.2f} V; V_DS: {V_ds_high:.2f} V")
b = a + V_ds_high
print(f"a: {a:.3f} V; b: {b:.3f} V; sqrt(ab): {np.sqrt(a*b):.3f} V")
print(f"natural length lambda: {lam/nm:.4f} nm")
print(f"doping term qNt/(2C): {V_dop:.5f} V")
print(f"long-channel threshold: {V_T_long:.5f} V")

# Slice natural length against the lowest transverse mode of the film.
def transverse_length_ratio(beta, n=400):
    dy = 1.0 / n
    diag = np.full(n, 2 / dy**2)
    edge = 1 / (dy / 2 + 1 / (2 * beta))
    diag[0] = diag[-1] = 1 / dy**2 + edge / dy
    low = eigh_tridiagonal(diag, np.full(n - 1, -1 / dy**2),
                           eigvals_only=True, select='i', select_range=(0, 0))[0]
    return np.sqrt(4 * beta / low)   # mode length / slice length


beta = C_ins * t_film / (2 * eps_film)
for test_beta in (0.05, beta):
    z = brentq(lambda s: s * np.tan(s) - test_beta, 1e-6, 1.5)
    ratio = transverse_length_ratio(test_beta)
    assert abs(ratio - np.sqrt(test_beta) / z) < 1e-4
    assert abs(ratio**2 - 1 - test_beta / 3) < test_beta**2 / 20
print(f"beta = Ct/(2 eps_film): {beta:.4f}")
print(f"lowest-mode decay length: {ratio*lam/nm:.4f} nm")
print(f"lowest-mode / slice length: {ratio:.4f}")

# Profile at a gate voltage below threshold.
L_ex, V_g_ex = 18 * nm, V_T_long - 0.2
A = V_bi - (V_g_ex - V_fb - V_dop)
B = A + V_ds_high
l = L_ex / lam
x, phi = solve_profile(L_ex, V_g_ex, V_ds_high)
hyper = V_bi - A + (A*np.sinh(l - x/lam) + B*np.sinh(x/lam)) / np.sinh(l)
assert np.max(np.abs(phi - hyper)) < 1e-6
x_formula = lam / 2 * np.log((A*np.exp(l) - B) / (B - A*np.exp(-l)))
rise_formula = np.sqrt(2*A*B*np.cosh(l) - A**2 - B**2) / np.sinh(l)
x_num, phi_num = find_minimum(L_ex, V_g_ex, V_ds_high)
assert abs(x_num - x_formula) < 1e-3 * nm
assert abs(phi_num - (V_bi - A) - rise_formula) < 1e-6
print(f"Profile example: L = {L_ex/nm:.0f} nm, V_G = {V_g_ex:.5f} V")
print(f"  A: {A:.3f} V; B: {B:.3f} V; phi_L: {V_bi-A:.3f} V")
print(f"  x_min formula: {x_formula/nm:.4f} nm; numeric: {x_num/nm:.4f} nm")
print(f"  x_min long-channel form: {(L_ex/2-lam/2*np.log(B/A))/nm:.4f} nm")
print(f"  phi_min-phi_L formula: {rise_formula*1e3:.3f} mV")
print(f"  phi_min-phi_L numeric: {(phi_num-V_bi+A)*1e3:.3f} mV")
print(f"  2 sqrt(AB) exp(-L/2lambda): {2e3*np.sqrt(A*B)*np.exp(-l/2):.3f} mV")

# Interior minimum at the long-channel threshold voltage: shortest length.
L_crit = lam * np.arccosh(b / a)
assert find_minimum(0.98 * L_crit, V_T_long, V_ds_high)[0] == 0
assert find_minimum(1.02 * L_crit, V_T_long, V_ds_high)[0] > 0.005 * L_crit
print(f"shortest L with interior minimum at V_T(long): {L_crit/nm:.3f} nm")
L_tiny = 3 * nm
drop_tiny, x_tiny = numeric_threshold(L_tiny, V_ds_high)
drop_f, x_f = formula_threshold(L_tiny, V_ds_high)
assert L_tiny < L_crit and 0 < x_tiny < L_tiny
assert abs(drop_tiny / drop_f - 1) < 2e-5 and abs(x_tiny - x_f) < 1e-3 * nm
print(f"L = {L_tiny/nm:.0f} nm: roll-off {drop_tiny:.3f} V, x_m {x_tiny/nm:.3f} nm")

# Roll-off table.
print("Roll-off at V_DS = %.2f V (mV), x_m at threshold (nm):" % V_ds_high)
lengths = np.array([12, 18, 24, 30, 36, 54, 60]) * nm
drops = []
for L in lengths:
    drop_n, x_n = numeric_threshold(L, V_ds_high)
    drop_f, x_f = formula_threshold(L, V_ds_high)
    assert abs(drop_n / drop_f - 1) < 2e-5
    assert abs(x_n - x_f) < 1e-3 * nm
    drops.append(drop_n)
    lead = 2 * np.sqrt(a * b) * np.exp(-L / (2 * lam))
    print(f" L={L/nm:.0f} nm: numeric {drop_n*1e3:.4f}, formula {drop_f*1e3:.4f},"
          f" leading {lead*1e3:.4f} ({100*(lead/drop_f-1):+.2f} %), x_m {x_f/nm:.3f}")

# Decay length taken from the numerical thresholds alone.
print("Local decay length of numeric roll-off:")
for i in range(len(lengths) - 1):
    decay = (lengths[i+1] - lengths[i]) / np.log(drops[i] / drops[i+1])
    print(f" {lengths[i]/nm:.0f} to {lengths[i+1]/nm:.0f} nm: {decay/nm:.4f} nm")
assert abs(decay / (2 * lam) - 1) < 1e-3
print(f"2 lambda: {2*lam/nm:.4f} nm")

# Third term of the expansion, from the numerical threshold at L = 24 nm.
s = np.exp(-lengths[2] / (2 * lam))
third = (drops[2] - 2*np.sqrt(a*b)*s - 2*(a+b)*s**2) / s**3
assert abs(third / (6 * np.sqrt(a * b)) - 1) < 0.05

# Zero drain bias: symmetric barrier.
L = 30 * nm
drop_0, x_0 = numeric_threshold(L, 0.0)
assert abs(x_0 - L / 2) < 1e-3 * nm
assert abs(drop_0 * (np.cosh(L / (2*lam)) - 1) / a - 1) < 2e-5
print(f"L = 30 nm, V_DS = 0: roll-off {drop_0*1e3:.4f} mV, x_m {x_0/nm:.3f} nm")

# Drain-induced threshold shift; the limiting decay length is unchanged.
drop_low = numeric_threshold(L, V_ds_low)[0]
shift = drops[3] - drop_low
shift_lead = 2*np.sqrt(a)*(np.sqrt(b)-np.sqrt(a+V_ds_low))*np.exp(-L/(2*lam))
assert abs(shift / shift_lead - 1) < 0.05
low_pair = [numeric_threshold(s_len, V_ds_low)[0] for s_len in lengths[-2:]]
decay_low = (lengths[-1] - lengths[-2]) / np.log(low_pair[0] / low_pair[1])
assert abs(decay_low / (2 * lam) - 1) < 1e-3
print(f"L = 30 nm, V_DS = {V_ds_low:.2f} V: roll-off {drop_low*1e3:.4f} mV")
print(f"threshold shift {V_ds_low:.2f} to {V_ds_high:.2f} V: {shift*1e3:.4f} mV")
print(f"leading-order shift: {shift_lead*1e3:.4f} mV")
print(f"shift per drain volt: {shift*1e3/(V_ds_high-V_ds_low):.3f} mV/V")
print(f"decay length 54 to 60 nm at V_DS = {V_ds_low:.2f} V: {decay_low/nm:.4f} nm")
print("tests ok")
```

It prints:

```
relative permittivity film, insulator: 12, 4
film thickness: 4.0 nm; insulator: 1.5 nm
doping: 1.0e+18 cm^-3; flat-band voltage: 0.0 V
V_bi: 1.00 V; phi_th: 0.60 V; V_DS: 0.50 V
a: 0.400 V; b: 0.900 V; sqrt(ab): 0.600 V
natural length lambda: 3.0000 nm
doping term qNt/(2C): 0.01357 V
long-channel threshold: 0.61357 V
beta = Ct/(2 eps_film): 0.4444
lowest-mode decay length: 3.2201 nm
lowest-mode / slice length: 1.0734
Profile example: L = 18 nm, V_G = 0.41357 V
  A: 0.600 V; B: 1.100 V; phi_L: 0.400 V
  x_min formula: 8.0860 nm; numeric: 8.0860 nm
  x_min long-channel form: 8.0908 nm
  phi_min-phi_L formula: 80.656 mV
  phi_min-phi_L numeric: 80.656 mV
  2 sqrt(AB) exp(-L/2lambda): 80.894 mV
shortest L with interior minimum at V_T(long): 4.352 nm
L = 3 nm: roll-off 4.885 V, x_m 1.206 nm
Roll-off at V_DS = 0.50 V (mV), x_m at threshold (nm):
 L=12 nm: numeric 221.0196, formula 221.0196, leading 162.4023 (-26.52 %), x_m 5.079
 L=18 nm: numeric 66.6674, formula 66.6674, leading 59.7445 (-10.38 %), x_m 7.902
 L=24 nm: numeric 22.8737, formula 22.8737, leading 21.9788 (-3.91 %), x_m 10.829
 L=30 nm: numeric 8.2047, formula 8.2047, leading 8.0855 (-1.45 %), x_m 13.800
 L=36 nm: numeric 2.9905, formula 2.9905, leading 2.9745 (-0.54 %), x_m 16.790
 L=54 nm: numeric 0.1481, formula 0.1481, leading 0.1481 (-0.03 %), x_m 25.784
 L=60 nm: numeric 0.0545, formula 0.0545, leading 0.0545 (-0.01 %), x_m 28.784
Local decay length of numeric roll-off:
 12 to 18 nm: 5.0061 nm
 18 to 24 nm: 5.6089 nm
 24 to 30 nm: 5.8521 nm
 30 to 36 nm: 5.9450 nm
 36 to 54 nm: 5.9898 nm
 54 to 60 nm: 5.9990 nm
2 lambda: 6.0000 nm
L = 30 nm, V_DS = 0: roll-off 5.4637 mV, x_m 15.000 nm
L = 30 nm, V_DS = 0.05 V: roll-off 5.7953 mV
threshold shift 0.05 to 0.50 V: 2.4094 mV
leading-order shift: 2.3682 mV
shift per drain volt: 5.354 mV/V
decay length 54 to 60 nm at V_DS = 0.05 V: 5.9991 nm
tests ok
```
